\section*{The Zeldovich factor from the curvature of the nucleation barrier}

\section{A barrier with a flat top}

When an amorphized layer is annealed, crystalline clusters gain and lose atoms one at a time. Suppose first that the energy barrier between small and large clusters has a flat top: $m$ successive sizes, $k=1,\dots,m$, all cost the same free energy $W$. In equilibrium each has the population per volume $N_t=N e^{-W/kT}$, where $N$ is the number of atoms per volume. On the plateau a cluster gains an atom and loses one at the same rate $a$.

Let the small clusters keep the first plateau size at its equilibrium population, $f_1=N_t$, and let clusters that step off the far edge grow away, $f_{m+1}=0$. In steady state the same net flux $J$ crosses every link:
\begin{equation}
J=a(f_k-f_{k+1}),\qquad k=1,\dots,m .
\end{equation}
Adding the $m$ equations cancels all intermediate populations, so $mJ=a(f_1-f_{m+1})=aN_t$ and
\begin{equation}
J=aN e^{-W/kT}\,Z,\qquad Z=\frac1m .
\label{flat}
\end{equation}
The factor $Z$ is the inverse width of the top, counted in atoms. The population falls linearly across the plateau. If $m$ is large, it is about half of $N_t$ in the middle. Clusters then wander back and forth on the plateau, and over most of it the net flux is much smaller than the forward flux $af_k$. Near the far edge the two become comparable, and at the last size they are equal because nothing returns. For $m=1$ each forward step is final and $Z=1$.

A real barrier has a rounded top. The task is to find its effective width.

\section{Any barrier}

Let $G(n)$ be the free energy of a cluster of $n$ atoms, $a_n$ its total attachment rate and $d_n$ its total detachment rate. The equilibrium populations are $N_n=Ne^{-G(n)/kT}$. In equilibrium no link carries net flux, which fixes the detachment rates:
\begin{equation}
a_nN_n=d_{n+1}N_{n+1}.
\label{db}
\end{equation}
Out of equilibrium, with populations $f_n$, the flux from $n$ to $n+1$ is
\begin{equation}
J=a_nf_n-d_{n+1}f_{n+1}
 =a_nN_n\left(\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}}\right),
\label{flux}
\end{equation}
where (\ref{db}) was used to replace $d_{n+1}$. In steady state $J$ does not depend on $n$. Divide by $a_nN_n$ and sum from $n=1$ to $M-1$. The right side telescopes. With $f_1=N_1$ and removal at a large size $M$, $f_M=0$, it equals one:
\begin{equation}
\frac1J=\sum_{n=1}^{M-1}\frac{1}{a_nN_n}
 =\frac1N\sum_{n=1}^{M-1}\frac{e^{G(n)/kT}}{a_n}.
\label{sum}
\end{equation}
The links act as resistances in series, and those near the top of $G$ are the largest. If $m$ equal terms dominate, (\ref{sum}) returns (\ref{flat}).

Now let $G$ have a smooth maximum $W$ at $n_*$. Its first derivative vanishes there and the second is negative, so
\begin{equation}
G(n)\simeq W-\tfrac12|G''(n_*)|(n-n_*)^2 .
\label{parabola}
\end{equation}
Three approximations give the leading result. The top is many atoms wide, so the sum becomes an integral. The important region is narrow compared with $n_*$, so $a_n$ may be held at $a_*=a(n_*)$. The ends of the chain lie many $kT$ below the top, so the limits may be moved to infinity. Then
\begin{align}
\frac1J&\simeq\frac{e^{W/kT}}{a_*N}
\int_{-\infty}^{\infty}\exp\left[-\frac{|G''|y^2}{2kT}\right]dy
=\frac{e^{W/kT}}{a_*N}\sqrt{\frac{2\pi kT}{|G''|}},\\
J&\simeq a_*Ne^{-W/kT}Z,\qquad
Z=\sqrt{\frac{-G''(n_*)}{2\pi kT}} .
\label{Zgen}
\end{align}
The effective number of sizes on the top is $1/Z$, as in the flat case.

\section{The spherical nucleus}

Let each atom that joins the crystal lower the free energy by $\Delta\mu>0$, and let the interface cost $\sigma$ per area, independent of size. With atomic volume $\Omega$, a sphere of $n$ atoms has $4\pi R^3/3=n\Omega$. Its area is $4\pi R^2=A_1n^{2/3}$ with $A_1=(36\pi)^{1/3}\Omega^{2/3}$. Hence
\begin{equation}
G(n)=-n\Delta\mu+s\,n^{2/3},\qquad s=A_1\sigma .
\label{G}
\end{equation}
The condition $G'(n_*)=0$ reads
\begin{equation}
\Delta\mu=\tfrac23s\,n_*^{-1/3}
\quad\Longrightarrow\quad n_*=\left(\frac{2s}{3\Delta\mu}\right)^3 .
\end{equation}
Multiplication by $n_*$ gives $n_*\Delta\mu=\frac23s\,n_*^{2/3}$. The barrier is therefore
\begin{equation}
W=s\,n_*^{2/3}-\tfrac23s\,n_*^{2/3}
 =\tfrac13s\,n_*^{2/3}=\tfrac12n_*\Delta\mu .
\label{W}
\end{equation}
The volume term is linear in $n$ and has no second derivative. The surface term gives
\begin{equation}
G''(n_*)=\tfrac23\left(-\tfrac13\right)s\,n_*^{-4/3}
=-\frac{2}{9n_*^2}\,s\,n_*^{2/3}
=-\frac{2W}{3n_*^2},
\label{curv}
\end{equation}
because $s\,n_*^{2/3}=3W$. The expansion about the maximum is thus
\begin{equation}
G(n)\simeq W-\frac{W}{3n_*^2}(n-n_*)^2,
\end{equation}
and insertion of (\ref{curv}) in (\ref{Zgen}) yields the Zeldovich factor
\begin{equation}
\boxed{Z=\sqrt{\frac{W}{3\pi kT\,n_*^2}}}
\label{Z}
\end{equation}
The size in this formula is the critical size, not a running cluster size.

To see the limits, eliminate $W$ and $n_*$. From (\ref{W}), $W/n_*^2=\Delta\mu/(2n_*)$, so
\begin{equation}
Z=\sqrt{\frac{\Delta\mu}{6\pi kT}\,\frac{27\Delta\mu^3}{8s^3}}
=\frac{3\,\Delta\mu^2}{4\sqrt{\pi kT\,s^3}} .
\label{scaling}
\end{equation}
As $\Delta\mu\to0$ at fixed $s$ and $T$, the critical cluster grows without limit, its barrier becomes very wide in atom number, and $Z\to0$. For large $\Delta\mu$ the expression grows, but $W$ falls as $\Delta\mu^{-2}$. Once $W$ is comparable with $kT$, there is no narrow bottleneck and the derivation fails. It also assumes a top many atoms wide, which is lost when $n_*$ shrinks to a few atoms. For the energy (\ref{G}) with $a_n\propto n^{2/3}$ the effect is mild: for $n_*=3$ and 5 at $W=5\,kT$ and $20\,kT$ the exact sum (\ref{sum}) differs from the leading formula by about 2\% or less. Whether (\ref{G}) describes so small a cluster is a separate question.

The sphere entered through $A_1$ alone. Any fixed shape has area proportional to $n^{2/3}$, so (\ref{Z}) also holds for a cube, with its own $W$ and $n_*$.

\section{How good is the parabola?}

The parabola has dropped by $kT$ at the distance
\begin{equation}
\delta=n_*\sqrt{\frac{3kT}{W}}=\frac{1}{\sqrt\pi\,Z}.
\end{equation}
Thus $\delta\ll n_*$ requires $W\gg3kT$, while $\delta\gg1$ is sufficient for replacing the sum by an integral.

The true top is not symmetric. The third derivative of (\ref{G}) is $\frac{8}{27}s\,n_*^{-7/3}=\frac89W/n_*^3$, which is positive. The cubic term in $G$ is $\frac{4}{27}W(n-n_*)^3/n_*^3$. It makes the barrier steeper on the small side and gentler on the large side.

Its effect on the flux can be calculated. Put $w=W/kT$ and $n=n_*(1+u)^3$. Since $n_*\Delta\mu=2W$ and $s\,n_*^{2/3}=3W$,
\begin{align}
\frac{G}{W}&=3(1+u)^2-2(1+u)^3\nonumber\\
&=3+6u+3u^2-2-6u-6u^2-2u^3
=1-3u^2-2u^3 .
\end{align}
Take attachment proportional to surface area, $a_n=a_*(n/n_*)^{2/3}=a_*(1+u)^2$. The integration element is $dn=3n_*(1+u)^2du$, so the factors $(1+u)^2$ cancel:
\begin{equation}
\frac1J=\frac{3n_*e^w}{a_*N}\int e^{-w(3u^2+2u^3)}du .
\end{equation}
Important values of $u$ are of order $w^{-1/2}$, so $wu^3$ is also of order $w^{-1/2}$ and may be expanded:
$e^{-2wu^3}=1-2wu^3+2w^2u^6+\dots$. The Gaussian weight $e^{-3wu^2}$ has area $\sqrt{\pi/(3w)}$ and variance $1/(6w)$. The odd term averages to zero. The sixth moment of a Gaussian is 15 times the cube of its variance, so
\begin{equation}
2w^2\langle u^6\rangle=2w^2\,\frac{15}{(6w)^3}=\frac{5}{36w}.
\end{equation}
The leading prefactor, $3n_*\sqrt{\pi/(3w)}=n_*\sqrt{3\pi/w}$, is again $1/Z$. Therefore
\begin{equation}
J=a_*Ne^{-W/kT}Z\left[1-\frac{5kT}{36W}+O\!\left(\frac{kT}{W}\right)^2\right].
\label{corr}
\end{equation}
This correction belongs to attachment proportional to $n^{2/3}$, in the continuum limit.

\section{What $Z$ does and does not mean}

Summing (\ref{flux}) from $n$ upward, instead of from 1, gives
\begin{equation}
q_n\equiv\frac{f_n}{N_n}=J\sum_{k=n}^{M-1}\frac{1}{a_kN_k}.
\end{equation}
At the top of a parabola this is half of the full sum, so $q_*\simeq\frac12$. The forward flux there is $a_*f_*\simeq\frac12a_*N_*$, with $N_*=Ne^{-W/kT}$, and
\begin{equation}
\frac{J}{a_*f_*}\simeq\frac{a_*N_*Z}{a_*N_*/2}=2Z .
\end{equation}

The chance $p_n$ that a cluster of size $n$ reaches $M$ before shrinking to size 1 is another quantity. Its next step is up with probability $a_n/(a_n+d_n)$ and down otherwise. Hence
\begin{equation}
a_n(p_{n+1}-p_n)=d_n(p_n-p_{n-1}).
\end{equation}
Equality of the fluxes on two neighbouring links, with (\ref{db}), gives
$a_n(q_n-q_{n+1})=d_n(q_{n-1}-q_n)$, which is the same equation. Since $p_1=0$, $p_M=1$ while $q_1=1$, $q_M=0$, it follows that $p_n=1-q_n$. A critical cluster survives with a probability near one half. The small value of $Z$ records repeated crossings of the top, not a small chance of survival.

\section{Nucleation ahead of a regrowth front in silicon}

Consider a 200 nm silicon layer, amorphized by implantation and annealed at 873 K, where $kT=0.07523$ eV. The crystal below regrows epitaxially at $v=1.0$ nm/s while nuclei may form in the remaining amorphous material. Rough inputs are $\Delta\mu=0.10$ eV, $\sigma=1.60$ eV/nm$^2$ and $\Omega=0.020$ nm$^3$, which give $s=0.5701$ eV. Then
\begin{align}
n_*&=\left(\frac{2\times0.5701}{3\times0.10}\right)^3=54.9,\\
W&=\tfrac12(54.9)(0.10)=2.745\ \text{eV}=36.49\,kT,\\
Z&=\frac{1}{54.9}\sqrt{\frac{36.49}{3\pi}}=0.0358 .
\end{align}
The critical radius is 0.64 nm and the effective top is $1/Z\simeq28$ atoms wide. A numerical second derivative at the maximum gives $-6.071\times10^{-4}$ eV, in agreement with $-2W/(3n_*^2)$.

The parabola drops by $kT$ at $\delta=15.7$ atoms. The true drops there are $1.154\,kT$ on the small side and $0.890\,kT$ on the large side. The cubic term accounts for most of the asymmetry: its size is $\frac{4}{27}(36.49)(15.74/54.90)^3=0.127$ in units of $kT$. Despite this visible distortion, its first-order effects on the two sides cancel in the flux.

The rate equations were also solved for sizes 1 to 300, with the first population fixed and the last set to zero. Their flux is 0.9961 of the leading formula. Equation (\ref{corr}) predicts a reduction of 0.0038, hence a ratio of 0.9962. At 55 atoms the population is 0.496 of equilibrium, so the survival probability is 0.504. The net flux is 0.0719 of the forward flux, close to $2Z=0.0717$.

The front speed supplies an attachment rate if nuclei have the same interface kinetics as the front. For a large cluster, $G(n+1)-G(n)\to-\Delta\mu$, so detachment is $e^{-\Delta\mu/kT}$ times attachment. The net gain must equal area times speed divided by atomic volume:
\begin{equation}
a(n)\left(1-e^{-\Delta\mu/kT}\right)=\frac{A_1n^{2/3}v}{\Omega}.
\end{equation}
This calibrates $a(n)\propto n^{2/3}$ and gives $a_*=350$ s$^{-1}$. With $N=1/\Omega=50$ nm$^{-3}$,
\begin{equation}
J=350\times50\times e^{-36.49}\times0.0358\ \text{nm}^{-3}\text{s}^{-1}
\simeq9\times10^{7}\ \text{cm}^{-3}\text{s}^{-1}.
\end{equation}
The amorphous thickness left at time $t$ is $d-vt$. Nuclei formed per area before the front reaches the surface number
\begin{equation}
J\int_0^{d/v}(d-vt)\,dt=\frac{Jd^2}{2v}\simeq2\times10^5\ \text{cm}^{-2}.
\end{equation}
Even if every nucleus grew to a radius of 200 nm, together they would cover about $2\times10^{-4}$ of the area. With these inputs epitaxy wins, and neglecting the volume taken by the nuclei is justified. The outcome is not robust. The same bound rises to about 0.18 with the curvature correction below and to about 0.12 with the shifted reference energy below. It exceeds one if $\sigma$ is 10\% lower (about 4) or if $\Delta\mu=0.12$ eV (about 14). In those two cases the nuclei take over most of the surface and their volume cannot be neglected.

The steady state is also justified within the model. The slowest relaxation time of the cluster populations is 0.36 s. Starting with no clusters beyond size 1, the flux into size 300 needs about 3.4 s to reach 99\% of its steady value, against 200 s of regrowth. At fixed cluster energies this time is inversely proportional to the attachment rate. If nuclei and front share the same kinetics, both times scale as $1/v$ and their ratio does not depend on the speed. The steady-state count can still fail if attachment to the nuclei is much slower than at the front, or if implantation leaves crystallites already larger than the critical size. In a real layer the assumption has to be checked: if the measured nucleation rate takes longer than the regrowth time to settle, the count does not apply.

\section{Where the model is weakest}

\subsection{Curvature of the interface}

The critical radius is only a few atomic spacings, so a size-independent $\sigma$ is doubtful. As a trial, let $\sigma(R)=\sigma(1-2\ell/R)$ with $\ell=0.02$ nm. The area $4\pi R^2$ turns the correction into $-8\pi\sigma\ell R$, which is proportional to $n^{1/3}$. At the new maximum write the surface term as $S$ and the curvature term as $-C$. The stationarity condition, multiplied by $n_*$, is $n_*\Delta\mu=\frac23S-\frac13C$. Therefore
\begin{align}
W&=-\left(\tfrac23S-\tfrac13C\right)+S-C=\tfrac13(S-2C),\\
n_*^2G''&=-\tfrac29S+\tfrac29C=-\tfrac29(S-C).
\end{align}
The general result (\ref{Zgen}) survives, but (\ref{Z}) is no longer equivalent to it:
\begin{equation}
\frac{Z_{\text{formula}}}{Z_{\text{curvature}}}
=\sqrt{\frac{S-2C}{S-C}} .
\end{equation}
Here the barrier falls to 2.239 eV and $n_*$ to 49.8. The factor from the true second derivative is 0.0370, whereas (\ref{Z}) gives 0.0357, about 3.5\% less. The exponential grows by a factor of about 840. The same small change in the interface is minor for $Z$ and decisive for $J$.

\subsection{Elastic misfit}

Let the nucleus have bulk modulus $K$, the matrix shear modulus $\mu$, and let their stress-free linear sizes differ by $\epsilon$. If the matrix takes up a part $c$ of the misfit, its strains outside a sphere of radius $R$ are $-2c(R/r)^3$ radially and $c(R/r)^3$ in each of two tangential directions. Their energy density $6\mu c^2(R/r)^6$ integrates to $6\mu c^2$ per nucleus volume. The nucleus stores $\frac92K(\epsilon-c)^2$. Minimizing the sum gives $c=3K\epsilon/(3K+4\mu)$ and the energy per volume
\begin{equation}
\frac{72K\mu^2+54K^2\mu}{(3K+4\mu)^2}\,\epsilon^2
=\frac{18K\mu\,\epsilon^2}{3K+4\mu}.
\end{equation}
For rough values $K=100$ GPa, $\mu=50$ GPa and $\epsilon=0.006$ this is $8.1\times10^{-4}$ eV per atom. Being proportional to $n$, it merely reduces $\Delta\mu$, and (\ref{Z}) remains valid. The barrier rises to 2.790 eV, the exponential falls to 0.55 of its former value, and $Z$ becomes 0.0353.

\subsection{Reference energy and attachment rule}

Equation (\ref{G}) gives a single atom the energy $G(1)=0.470$ eV. If one instead demands $N_1=N$, all energies shift down by $G(1)$ and the rate rises by a factor of about 520. A constant shift does not change $G''$. The $W$ inside $Z$ must therefore remain the unshifted one; inserting the shifted barrier would give 0.0326, about 9\% too low.

The following change of attachment rule matters less. Suppose half of each energy step enters the forward rate, $a_n=b\,n^{2/3}e^{-[G(n+1)-G(n)]/2kT}$. Matching the same front speed replaces $1-e^{-x}$ by $2\sinh(x/2)$, with $x=\Delta\mu/kT$, and so multiplies the prefactor by $e^{-x/2}=0.51$. The computed flux ratio is 0.512. Referred to the rate $b\,n_*^{2/3}$, the factor $Z$ is 0.0355, nearly unchanged.

\subsection{The real layer}

Near 873 K, a front speed of order 1 nm/s is typical of undoped (100) silicon; dopants, impurities and orientation change it. The driving energy is a rough input, $\sigma$ is not measured directly, and the rate depends strongly on both. Raising $\sigma$ by 5\%, with the other inputs fixed, raises $W$ to 3.178 eV and cuts the exponential to $3\times10^{-3}$ of its value. By (\ref{scaling}), $Z$ changes as $\sigma^{-3/2}$ and falls by 7\%. Real layers may also nucleate at surfaces or defects, which breaks the assumption of a uniform interior. If such a site lowers $W$ by 10\% at fixed $\Delta\mu$ and fixed cluster shape, $n_*$ falls by 10\% too. Then $Z$ rises by 5\%, while the exponential rises by $e^{3.65}\simeq38$; the number of available sites also changes. The calculated nucleus density is therefore an illustration within a model, not a prediction for a particular wafer. The value $Z\simeq0.04$ is far less sensitive to these uncertainties, but it is not fixed: it varies as $\Delta\mu^2\sigma^{-3/2}$, so $\Delta\mu=0.13$ eV with the same $\sigma$ gives 0.061. The numerical output lists the separate cases.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 873 K
thermal energy kT: 0.07523 eV
driving energy per atom: 0.10 eV
interface energy: 1.60 eV/nm2
atomic volume: 0.020 nm3
regrowth speed: 1.0 nm/s
amorphous layer thickness: 200 nm
surface coefficient s: 0.5701 eV
critical size: 54.90 atoms
critical radius: 0.640 nm
barrier W: 2.7452 eV
W/kT: 36.491
second derivative at top, numerical: -6.0713e-04 eV
Zeldovich factor, formula: 0.03584
Zeldovich factor, full chain: 0.03570
flux ratio, chain/formula: 0.99609
predicted first correction 5kT/(36W): 0.00381
distance for parabola drop kT: 15.74 atoms
true drop on small side: 1.154 kT
true drop on large side: 0.890 kT
cluster size nearest the top: 55 atoms
steady/equilibrium population there: 0.4962
net/forward flux there: 0.0719
attachment rate at critical size: 350.0 1/s
nucleation rate, formula: 8.91e+07 1/(cm3 s)
regrowth time: 200 s
nuclei formed during regrowth: 1.78e+05 1/cm2
slowest relaxation time: 0.357 s
other attachment rule, Z: 0.03551
other attachment rule, flux ratio: 0.512
curvature length: 0.02 nm
curvature case, critical size: 49.75 atoms
curvature case, W: 2.2387 eV
curvature case, Z from true curvature: 0.03701
curvature case, Z from usual formula: 0.03571
curvature case, exp factor ratio: 839
bulk modulus of nucleus: 100 GPa
shear modulus of matrix: 50 GPa
linear misfit: 0.006
strain energy per atom: 8.09e-04 eV
strain case, W: 2.7901 eV
strain case, Z: 0.03526
strain case, exp factor ratio: 0.550
interface energy +5%, W: 3.1779 eV
interface energy +5%, Z: 0.03331
interface energy +5%, exp ratio: 3.18e-03
single-atom energy G(1): 0.4701 eV
single-atom reference, rate factor: 517
Z if shifted W is wrongly inserted: 0.03263
\end{verbatim}
